Stokes Relations from Time Reversal at a Lossless Interface

**1. Definitions and conventions**

A planar structure fills 0 ≤ z ≤ D. It may be a sharp boundary (D = 0), a graded layer or a stack of films. Medium 1 lies at z < 0 and medium 2 at z > D. Both are transparent, with real refractive indices n₁ and n₂. All materials are linear, isotropic, nonmagnetic and constant in time, and there is no static magnetic field. The permittivity ε(z) is real and nonzero until loss is introduced in section 6.

The algebra uses atomic units, in which c = 1/α, with α the fine-structure constant. The vacuum wavenumber is k₀ = ω/c = αω. Fields vary as exp(ik∥x − iωt). Numerical results are in eV and nm.

For s polarization u denotes the tangential electric field E_y; for p polarization it denotes the tangential magnetic field H_y. In Gaussian form Maxwell's curl equations read

curl E = ik₀H, curl H = −ik₀εE.

For s polarization the first gives H_x = (i/k₀) du/dz and H_z = k∥u/k₀. The y component of the second, ∂H_x/∂z − ∂H_z/∂x = −ik₀εu, then becomes d²u/dz² + (k₀²ε − k∥²)u = 0. For p polarization the second curl equation gives E_x = −(i/k₀ε) du/dz and E_z = −k∥u/(k₀ε), and the y component of the first closes the equation for u. Both cases have the form

du/dz = v/p, dv/dz = −wu,

with

s: p = 1, w = k₀²ε − k∥²
p: p = 1/ε, w = k₀² − k∥²/ε.

Since v is proportional to the other tangential field component, u and v are both continuous at every boundary.

In outer medium j the normal wavenumber is k_j = √(k₀²n_j² − k∥²), and the admittance is Y_j = p_j k_j. Until total reflection is treated, k₁ and k₂ are real and positive. Two experiments at the same k∥ define the amplitudes.

Incidence from medium 1:
z < 0: u_L = exp(ik₁z) + r exp(−ik₁z)
z > D: u_L = t exp[ik₂(z−D)]

Incidence from medium 2:
z < 0: u_R = t' exp(−ik₁z)
z > D: u_R = exp[−ik₂(z−D)] + r' exp[ik₂(z−D)]

The prime marks incidence from medium 2, not a derivative. Phases refer to the outer faces z = 0 and z = D.

**2. Flux and uniqueness**

The energy flux along z is proportional to J = Im(u*v). From the two first-order equations,

d(u*v)/dz = (v*/p*)v − wu*u = |v|²/p* − w|u|².

For real ε the right side is real, so J does not depend on z. In an outer medium, with u = a exp(ikz) + b exp(−ikz),

u*v = iY[|a|² − |b|² + ab* exp(2ikz) − a*b exp(−2ikz)].

The last two terms are a number minus its complex conjugate, hence imaginary. Multiplied by i they are real and drop out of J, leaving

J = Y(|a|² − |b|²).

Suppose that no wave comes in from either side and that the outgoing amplitudes are b₁ and b₂. Equal flux at the two faces requires −Y₁|b₁|² = Y₂|b₂|², so both vanish. Two solutions with the same incoming waves therefore have the same outgoing waves, because their difference has no incoming wave. This uniqueness is needed below.

For incidence from medium 1, flux conservation reads

Y₁(1 − |r|²) = Y₂|t|².

**3. The time-reversed experiment**

The physical field is Re[u exp(−iωt)]. Replacing t by −t in the exponent gives Re[u exp(iωt)] = Re[u* exp(−iωt)], so reversal in time replaces u by u*. Magnetic fields also change sign, which for p polarization is a common factor −1 that can be removed. Conjugation turns k∥ into −k∥, but p and w contain k∥² alone, so the amplitudes are the same for both signs. With p and w real, u* satisfies the same wave equation as u.

Conjugating u_L gives

z < 0: u_L* = r* exp(ik₁z) + exp(−ik₁z)
z > D: u_L* = t* exp[−ik₂(z−D)].

The incoming waves now have amplitudes r* from medium 1 and t* from medium 2. The outgoing wave in medium 1 has amplitude 1, and there is none in medium 2.

The same incoming waves are produced by the superposition r*u_L + t*u_R. By uniqueness its outgoing waves must agree with those just read off:

medium 1: r r* + t' t* = 1
medium 2: t r* + r' t* = 0.

The amplitude t cannot vanish: u and v would then both be zero at z = D, and the first-order equations would make the field zero everywhere. Division by t* is therefore allowed, and the general relations are

t' t* = 1 − |r|²
r' = −r* t/t*.

The second relation expresses destructive interference. In the reversed experiment, the transmitted part of r* and the reflected part of t* leave into medium 2 with equal size and opposite sign.

Comparing the first relation with flux conservation gives t't* = (Y₂/Y₁)tt*, and hence

t' = (Y₂/Y₁) t, |r'| = |r|.

The reflectance R = |r|² is the same from both sides. So is the transmittance, since (Y₁/Y₂)|t'|² = (Y₂/Y₁)|t|².

If p-polarized amplitudes are quoted for the full electric field, then |E| = |H|/n in each medium, so t is multiplied by n₁/n₂ and t' by n₂/n₁. A choice of electric-field sign may reverse both r and r'. The two general relations keep their form, but the ratio becomes t'/t = k₂/k₁ for both polarizations. With the time factor exp(+iωt), all amplitudes are conjugated and the relations again keep their form.

**4. When the familiar pair holds**

If r and t are real, the general relations reduce to the Stokes pair

r' = −r, t t' = 1 − r².

At a sharp boundary, continuity of u and v gives

1 + r = t, Y₁(1 − r) = Y₂t.

Inserting the first into the second yields Y₁ − Y₂ = r(Y₁ + Y₂), so

r = (Y₁ − Y₂)/(Y₁ + Y₂), t = 2Y₁/(Y₁ + Y₂).

These are real for travelling waves on both sides. Exchanging the indices gives r' = −r directly, and t' = 2Y₂/(Y₁ + Y₂). Then tt' = 4Y₁Y₂/(Y₁ + Y₂)², which equals 1 − r².

This last algebra does not need real Y. At a sharp boundary the pair therefore also holds for an absorbing medium, where time reversal no longer proves it. For a sharp boundary, then, absence of loss is not necessary for the pair.

For a structure of finite thickness the amplitudes are generally complex. If r ≠ 0, r' = −r requires t/t* = r/r*, which means that the phases of r and t agree up to a multiple of π. A shift of reference plane is enough to spoil this. Moving the left plane from z = 0 to z = −s multiplies r by exp(2ik₁s), and t and t' by exp(ik₁s), while r' stays fixed. In the general relation the factor exp(−2ik₁s) from r* cancels exp(2ik₁s) from t/t*, so that relation survives.

A mirror-symmetric structure between identical media shows how far the familiar sign can fail. With reference planes on its two faces, symmetry gives r' = r. The general relation becomes rt* = −r*t, or

Re(r t*) = 0.

If r is nonzero, the reflected and transmitted amplitudes are 90° apart in phase, and r' equals +r. This is the phase rule for a lossless symmetric beam splitter.

**5. Total reflection**

Let k₂ = iκ with κ > 0, so that the field in medium 2 is t exp[−κ(z−D)]. It carries no flux, and conjugation leaves it decaying. The reversed field has one incoming wave, r*, an outgoing wave 1, and an evanescent amplitude t*.

The response is again unique: without an incoming wave, zero flux forces the outgoing wave to vanish, and then u = v = 0 at z = 0 makes the field zero throughout. Scaling the original experiment by r* therefore gives

r r* = 1, t r* = t*.

Since r* = 1/r, the second equation is r = t/t*. The phase of r is twice that of t, modulo 2π.

For s-polarized light going from index 1.46 to 1.00 at 60°, n₁ sin θ = 1.264 exceeds 1 and reflection is total. The boundary conditions give r = −0.0581 − 0.9983i and t = 0.9419 − 0.9983i. These satisfy |r| = 1 and r = t/t*.

**6. Absorption inside the structure**

Let ε be complex inside the structure while the outer media stay transparent. The combination

W = u_L v_R − u_R v_L

is still independent of z: its derivative is (v_L v_R − v_R v_L)/p − w(u_L u_R − u_R u_L) = 0, with no conjugation involved. At the two faces

z = 0: W = (1 + r)(−iY₁t') − t' iY₁(1 − r) = −2iY₁t'
z = D: W = t iY₂(r' − 1) − (1 + r')iY₂t = −2iY₂t.

Thus t' = (Y₂/Y₁)t survives absorption. This is reciprocity, which holds here even though absorption breaks time-reversal symmetry.

For s polarization the flux equation becomes dJ/dz = −k₀² Im(ε)|u|². Integration across the structure and division by the incident flux Y₁ give

1 − |r|² − (Y₂/Y₁)|t|² = A, A = (k₀²/Y₁) ∫ Im(ε)|u_L|² dz.

Because t't* = (Y₂/Y₁)|t|², the defect in the first general relation is the absorbed fraction:

1 − |r|² − t't* = A.

Both situations were tested by integrating the wave equation through a 60 nm graded layer at 1.96 eV. With x = z/D, the permittivity was

ε = 1 + 14.21x²(3 − 2x) + (1.5x + iη) sin²(πx),

which joins indices 1.0 and 3.9. For η = 0, at incidence angles of 0° and 40° and for both polarizations, the largest absolute error in the relations of section 3 was 2.0×10⁻¹². For η = 0.8, s polarization and 40°, the defect and the separately integrated absorption were both 0.04104. The equality |r'| = |r| does not survive absorption: in this case the moduli are 0.622 from medium 1 and 0.532 from medium 2.

**7. Use in a film calculation**

Let media 1, 2 and 3 now be ambient, film and substrate, with film thickness d. Double subscripts give the direction of incidence, so r₁₂ is reflection in medium 1 at the boundary with medium 2. Let β = k₂d and P = exp(2iβ); at normal incidence β = k₀n₂d.

Light that enters the film acquires t₁₂, crosses it, reflects with r₂₃, crosses back and leaves with t₂₁. Each further round trip contributes r₂₁r₂₃P. Summing the geometric series, with |r₂₁r₂₃| < 1, gives

r = r₁₂ + t₁₂t₂₁r₂₃P/(1 − r₂₁r₂₃P).

The Stokes pair at the first boundary supplies r₂₁ = −r₁₂ and t₁₂t₂₁ = 1 − r₁₂². Over a common denominator,

r = [r₁₂ + r₁₂²r₂₃P + (1 − r₁₂²)r₂₃P]/(1 + r₁₂r₂₃P)
 = (r₁₂ + r₂₃P)/(1 + r₁₂r₂₃P).

The limit d → 0 checks the sign. With P = 1, inserting the boundary amplitudes gives a numerator proportional to 2Y₂(Y₁ − Y₃) and a denominator proportional, with the same factor, to 2Y₂(Y₁ + Y₃). The film drops out, leaving the bare-substrate result r₁₃.

The whole film can also be treated as one thick interface. Exchanging its two sides gives

r' = −(r₂₃ + r₁₂P)/(1 + r₁₂r₂₃P),

and for a lossless film with real boundary amplitudes

r + r' = (r₁₂ − r₂₃)(1 − P)/(1 + r₁₂r₂₃P).

The familiar r' = −r thus returns when P = 1, or at every thickness when r₁₂ = r₂₃, but not otherwise. In the second case only this half of the pair returns; tt' = 1 − r² still requires P = 1. The general relation does hold. The transmitted amplitude is t = t₁₂t₂₃ exp(iβ)/(1 + r₁₂r₂₃P), so t/t* = P(1 + r₁₂r₂₃P*)/(1 + r₁₂r₂₃P), and multiplying by −r* reproduces r'.

**8. Oxide on silicon**

Take a 60 nm oxide film on silicon at normal incidence and 1.96 eV, a vacuum wavelength of 632.57 nm. The indices 1.00, 1.46 and 3.9 are rough typical values, with absorption at first omitted. At the air/oxide boundary

r₁₂ = (1 − 1.46)/(1 + 1.46) = −0.18699, r₂₁ = +0.18699
t₁₂ = 0.81301, t₂₁ = 1.18699
t₁₂t₂₁ = 0.96503 = 1 − r₁₂².

An amplitude t₂₁ above 1 does not violate energy conservation: the transmitted power fraction is t₂₁²/1.46 = 0.965.

At the lower boundary r₂₃ = −0.45522. The round-trip phase is 2β = 4π × 1.46 × 60/632.57 = 1.7402 rad, so P = −0.1686 + 0.9857i. The film formula gives

r = (−0.1102 − 0.4487i)/(0.9856 + 0.0839i) = −0.1495 − 0.4425i,

and R = 0.2182.

From the silicon side r' = 0.4426 + 0.1493i. This is far from −r: the distance |r' + r| is 0.415, although both moduli are 0.467. The transmitted amplitude t = 0.3167 + 0.3165i makes t/t* nearly i, and −r*t/t* reproduces r'. Driving the film from both sides with r* and t* gives an outgoing modulus of 1.000000 in air and 4.5×10⁻¹⁷ in silicon, which is zero at numerical precision.

Suppose now that r₂₁ is given the wrong sign, +r₁₂, while t₁₂t₂₁, the indices and the photon energy are held fixed. The predicted reflectance at 60 nm falls to 0.1810. Fitting that faulty formula to the correct reflectance 0.2182, within 30 to 90 nm, returns 53.18 nm. The error is −6.8 nm (−68 Å), or −11% of the true thickness.

The sensitivity follows from the lossless film formula. With g = r₁₂r₂₃,

R = (r₁₂² + r₂₃² + 2g cos 2β)/(1 + g² + 2g cos 2β)

dR/dd = −4k₀n₂g(1 − r₁₂²)(1 − r₂₃²) sin 2β/(1 + g² + 2g cos 2β)².

Here the slope is −0.00389 per nm. It vanishes at 2β = π, or d = λ/(4n₂) ≈ 108 nm, where a single-wavelength reading loses its first-order sensitivity. Since R depends on cos 2β, one reading also fits more than one thickness, and the branch must be known independently.

**9. Comparison with a real film**

The example lies in the regime of thermally grown oxide on a silicon wafer, but a real measurement departs from the model in several ways. The shifts below are the reflectance changes divided by the slope, with one input changed at a time and the others held fixed; the inputs are rough or assumed sizes.

- Silicon extinction index 0.02: +0.15 nm.
- A 0.5 nm transition layer of index 2.5, at fixed total thickness: −0.15 nm.
- A beam uniformly filling a cone of 10° half-angle, averaged over polarization: −0.21 nm.
- Silicon 20 K warmer, with an assumed index change of 2×10⁻⁴ per K: −0.09 nm. The shift grows in proportion to this coefficient, which for red light is likely larger than the value assumed; 4×10⁻⁴ per K gives −0.18 nm.
- Oxide index higher by 0.005: +0.41 nm.

A bandwidth of 0.010 eV, with the indices held constant, changes R by less than 10⁻⁶. The first two shifts cancel to the printed precision for these inputs; nothing in the derivation requires this. For these inputs the oxide index gives the largest of the listed shifts. The rounding of the silicon index matters as much: 3.88, closer to the value at this wavelength, in place of 3.9 shifts the reading by +0.46 nm. Both are well below the 6.8 nm caused by the wrong sign. Roughness and lateral nonuniformity are not included.

Silicon absorption also breaks the time-reversal argument for the film as a whole, because an outer medium is then no longer transparent. The residual |r' + r*t/t*| is 0.0074, or 1.6% of the lossless |r'|. The intensity penetration depth in silicon is about 2500 nm, so incidence from the substrate side is a thought experiment for a wafer several hundred micrometres thick. The film calculation does not depend on it: the reversed amplitude it uses is r₂₁, for light inside the transparent oxide. The full values are in the numerical output.

Table of computed values

```
photon energy: 1.96 eV
vacuum wavelength: 632.57 nm
vacuum wavenumber k0: 0.00052562 1/bohr
indices air, oxide, silicon (rough): 1.0, 1.46, 3.9
oxide thickness: 60.0 nm
air/oxide r12: -0.18699
air/oxide r21 (from oxide): 0.18699
air/oxide t12: 0.81301
air/oxide t21 (from oxide): 1.18699
product t12 t21: 0.96503
1 - r12^2: 0.96503
oxide/silicon r23: -0.45522
round-trip phase 2 beta: 1.74022 rad
film r from air: -0.14951 -0.44251 i
film t from air: 0.31666 +0.31653 i
film r' from silicon: 0.44258 +0.14932 i
film t' from silicon: 1.23499 +1.23447 i
predicted -r* t/t*: 0.44258 +0.14932 i
distance |r' + r| for film: 0.41454
film reflectance: 0.21817
film t' t*: 0.78183
reversed drive, outputs left and right (moduli): 1.000000, 4.5e-17
reflectance with wrong sign r21 = +r12: 0.18102
thickness misread with wrong sign: 53.18 nm
thickness error with wrong sign: -6.82 nm
same error in angstrom: -68.2 angstrom
total reflection 1.46 to 1.00, 60 deg, s: r: -0.05815 -0.99831 i
total reflection, same case: t: 0.94185 -0.99831 i
graded layer, largest error of relations: 2.0e-12
absorbing graded layer, absorbed fraction: 0.04104
absorbing graded layer, 1-|r|^2-Re(t' t*): 0.04104
slope dR/dd: -0.003889 1/nm
silicon extinction index (rough): 0.02
transition layer (rough): 0.5 nm, index 2.5
beam cone half-angle: 10.0 deg
full bandwidth: 0.01 eV
warming: 20.0 K, silicon dn/dT (rough): 0.0002 1/K
oxide index error: 0.005
silicon absorption: change of R -0.000588, apparent thickness shift +0.151 nm
transition layer: change of R +0.000588, apparent thickness shift -0.151 nm
focused beam: change of R +0.000832, apparent thickness shift -0.214 nm
bandwidth: change of R -0.000000, apparent thickness shift +0.000 nm
warming of silicon: change of R +0.000355, apparent thickness shift -0.091 nm
oxide index error: change of R -0.001584, apparent thickness shift +0.407 nm
silicon absorption: residual |r' + r* t/t*|: 0.00744
silicon intensity penetration depth: 2517 nm
```
